\section*{Where to stop a pivoted Cholesky decomposition of repulsion integrals}

\section{The decision: how many fields to sample}

Before an auxiliary-field Monte Carlo calculation starts, someone must decide how many auxiliary fields each time slice will carry. Too many waste time at every step; too few change the Hamiltonian. The number is set by how the electron repulsion is written as a sum of squares, so the decision needs an error estimate for a truncated sum, preferably one that does not require the integrals we hoped to avoid computing.

To see where the squares come from, take real orthonormal orbitals $a,b,c,d$ and let $E_{ab}=\sum_\sigma a^\dagger_{a\sigma}a_{b\sigma}$. Moving one annihilation operator past one creation operator gives
\begin{equation}
\sum_{\sigma\tau}a^\dagger_{a\sigma}a^\dagger_{c\tau}a_{d\tau}a_{b\sigma}
=E_{ab}E_{cd}-\delta_{bc}E_{ad}.
\end{equation}
The repulsion operator is therefore
\begin{equation}
\hat V=\frac12\sum_{abcd}(ab|cd)\left(E_{ab}E_{cd}-\delta_{bc}E_{ad}\right).
\end{equation}
If $(ab|cd)=\sum_\gamma L^\gamma_{ab}L^\gamma_{cd}$, the first part becomes $\frac12\sum_\gamma\hat v_\gamma^2$ with $\hat v_\gamma=\sum_{ab}L^\gamma_{ab}E_{ab}$. The second part is a one-body operator. After the short-time propagator has been split into factors, each square is linearized by
\begin{equation}
e^{-\tau\hat v_\gamma^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,
e^{-x^2/2}\,e^{ix\sqrt\tau\,\hat v_\gamma},
\end{equation}
where $\tau$ is the time step. One vector $L^\gamma$ costs one field $x$ per time slice.

\section{What goes wrong with the direct route}

Let the $N$ basis functions $\chi_p$ be real combinations of Gaussians, possibly times polynomials. They have $n=N(N+1)/2$ distinct products $\rho_i=\chi_p\chi_q$, with $i=(pq)$ and $p\ge q$. In hartree atomic units, define
\begin{equation}
V_{ij}=(\rho_i|\rho_j)=\iint\frac{\rho_i(\mathbf r)\rho_j(\mathbf r')}
{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.
\end{equation}
The direct route is to compute all of $V$, diagonalize it and discard small eigenvalues. It needs $n(n+1)/2$ distinct integrals, a number growing as $N^4$, before anything can be discarded.

A cheaper idea is to compute a few columns and build $V$ from them. One column, $p$, fixes a rank-one matrix $L_iL_j$ if we ask it to reproduce that column. The element $i=p$ gives $L_p^2=V_{pp}$, and the others give $L_iL_p=V_{ip}$, so $L_i=V_{ip}/\sqrt{V_{pp}}$. We can subtract this matrix and repeat. The difficulty is the error in elements that were never computed. The diagonal of $V$ is affordable, having $n$ elements, but for a general symmetric matrix it says nothing about the rest:
\begin{equation}
\begin{pmatrix}0&1\\1&0\end{pmatrix}
\end{equation}
has a vanishing diagonal and an element of size one. The scheme can be trusted only if repulsion integrals have a property that excludes such a matrix, and if subtraction preserves it.

\section{The property: no charge distribution repels itself negatively}

For a real vector $x$, let $f=\sum_ix_i\rho_i$. By linearity, $x^TVx=(f|f)$. To find its sign, use
\begin{equation}
\frac1r=\frac{2}{\sqrt\pi}\int_0^\infty e^{-t^2r^2}\,dt ,
\label{eq:t}
\end{equation}
which holds because the integral equals $\sqrt\pi/(2r)$. Next write the Gaussian as an overlap of two narrower ones. With $\mathbf R=(\mathbf r+\mathbf r')/2$,
\begin{equation}
2t^2\left(|\mathbf r-\mathbf s|^2+|\mathbf r'-\mathbf s|^2\right)
=4t^2|\mathbf s-\mathbf R|^2+t^2|\mathbf r-\mathbf r'|^2 .
\end{equation}
Integrating the exponential over $\mathbf s$ gives a factor $(\pi/4t^2)^{3/2}$, hence
\begin{equation}
e^{-t^2|\mathbf r-\mathbf r'|^2}=\left(\frac{4t^2}{\pi}\right)^{3/2}
\int d\mathbf s\,e^{-2t^2|\mathbf r-\mathbf s|^2}e^{-2t^2|\mathbf r'-\mathbf s|^2}.
\end{equation}
The integrals may be interchanged, since with $|f|$ in place of $f$ everything is positive and the total is finite. The integrals over $\mathbf r$ and $\mathbf r'$ are then equal, and
\begin{equation}
(f|f)=\frac2{\sqrt\pi}\int_0^\infty dt\left(\frac{4t^2}{\pi}\right)^{3/2}
\int d\mathbf s\left[\int f(\mathbf r)e^{-2t^2|\mathbf r-\mathbf s|^2}d\mathbf r\right]^2\ge0 .
\end{equation}
Thus $V$ is positive semidefinite: $x^TVx\ge0$ for every $x$.

The grouping of indices matters. The proof above used that each matrix index holds the two functions of one electron coordinate. Suppose that we arranged the same integrals over ordered pairs as $M_{pq,rs}=(ps|rq)$. For $x_{12}=1$, $x_{21}=-1$ and all other components zero,
\begin{equation}
x^TMx=2(12|12)-2(11|22).
\end{equation}
For the two functions treated by hand below this is $2(0.54432-0.76658)=-0.4445$ hartree. That arrangement is indefinite. A third one, $M_{pq,rs}=(pr|qs)$, is again positive semidefinite, because $x^TMx=\iint[\sum_{pq}x_{pq}\chi_p(\mathbf r)\chi_q(\mathbf r')]^2/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$, but its indices group two creation or two annihilation operators, so its vectors do not give squares of the operators $\hat v_\gamma$ built from $E_{ab}$.

\section{Subtraction preserves the property}

Let $R$ be the current residual, initially $V$, and assume that it is positive semidefinite. Choose a pivot $p$ with $R_{pp}>0$ and set
\begin{equation}
L_i=\frac{R_{ip}}{\sqrt{R_{pp}}},\qquad R'_{ij}=R_{ij}-L_iL_j .
\label{eq:step}
\end{equation}
For any $x$, $\sum_iL_ix_i=(Rx)_p/\sqrt{R_{pp}}$, so
\begin{equation}
x^TR'x=x^TRx-\frac{(Rx)_p^2}{R_{pp}} .
\end{equation}
This is again a quadratic form of the old $R$. With $e_p$ the unit vector of pair $p$, $a=(Rx)_p/R_{pp}$ and $y=x-a\,e_p$,
\begin{align}
y^TRy&=x^TRx-2a(Rx)_p+a^2R_{pp}\nonumber\\
&=x^TRx-\frac{2(Rx)_p^2}{R_{pp}}+\frac{(Rx)_p^2}{R_{pp}}=x^TR'x .
\end{align}
The left side is non-negative by assumption, so $R'$ is positive semidefinite. By induction this holds after any number of steps.

Row $p$ of the new residual vanishes, because $L_pL_j=R_{pj}$. It stays zero: if $R_{kj}=0$ for all $j$, then $L_k=0$ at the next step and $R'_{kj}=0$. No pair can be a pivot twice, and the procedure ends after at most $n$ steps.

\section{The diagonal controls every element}

Insert $x=e_i\pm e_j$, with $i\ne j$, into $x^TRx\ge0$:
\begin{equation}
R_{ii}+R_{jj}\pm2R_{ij}\ge0 .
\end{equation}
The two signs together give
\begin{equation}
|R_{ij}|\le\frac{R_{ii}+R_{jj}}2\le\max_kR_{kk}.
\label{eq:bound}
\end{equation}
Diagonal elements are non-negative, as $x=e_i$ shows, and obey the same bound. Since the largest diagonal element is itself an element of the matrix,
\begin{equation}
\max_{ij}|R_{ij}|=\max_kR_{kk}.
\label{eq:equal}
\end{equation}
So the largest remaining diagonal element is the maximum error over all integrals, including those never computed. If it is zero, the decomposition is complete. Expanding to ordered pairs changes nothing, because $(pq|rs)=(qp|rs)$ for real functions merely repeats elements.

A sharper pairwise statement follows from $x=e_i+\lambda e_j$, which gives $R_{ii}+2\lambda R_{ij}+\lambda^2R_{jj}\ge0$ for every real $\lambda$. If $R_{jj}>0$, the choice $\lambda=-R_{ij}/R_{jj}$ yields
\begin{equation}
R_{ij}^2\le R_{ii}R_{jj}.
\label{eq:cs}
\end{equation}
If $R_{jj}=0$, the expression is linear in $\lambda$ and can stay non-negative only if $R_{ij}=0$, so (\ref{eq:cs}) holds again.

\section{Choosing the next column}

Nothing in the proof required a particular pivot, only a positive one. The order decides how fast the bound falls. From (\ref{eq:step}), $R'_{ii}=R_{ii}-L_i^2$, so no diagonal element ever grows. Taking the largest one as pivot removes the present worst error and lowers the trace by at least that amount, because $L_p^2=R_{pp}$. This is a greedy choice; it is not claimed to give the fewest vectors.

The algorithm, for a threshold $\delta>0$, is:
\begin{enumerate}
\item Compute the diagonal $d_i=V_{ii}$.
\item Find the pair $p$ with the largest $d_p$. If $d_p\le\delta$, stop.
\item Compute column $p$ of $V$ and form $R_{ip}=V_{ip}-\sum_\gamma L^\gamma_iL^\gamma_p$ from the stored vectors.
\item Store $L_i=R_{ip}/\sqrt{d_p}$, replace $d_i$ by $d_i-L_i^2$, set $d_p=0$, and return to item 2.
\end{enumerate}
The residual matrix is never formed. With $M$ vectors the storage is $Mn$ numbers, and the subtractions in item 3 cost about $nM^2/2$ multiplications.

In floating-point arithmetic $\delta$ must lie well above the rounding error of the diagonal. Below that level a pivot, though still positive by item 2, is rounding noise; other diagonal elements can turn slightly negative, and the stored diagonal no longer bounds the true residual.

\section{Two steps by hand}

Take two normalized $s$ functions on one centre, $\chi_k=(2\alpha_k/\pi)^{3/4}e^{-\alpha_kr^2}$, with $\alpha_1=1.0$ and $\alpha_2=0.3$ bohr$^{-2}$. Their products are Gaussians with exponents $2.0$, $1.3$ and $0.6$ bohr$^{-2}$ for the pairs $(11),(21),(22)$. For exponents $a$ and $b$, equation (\ref{eq:t}) leads to a Gaussian integral in each Cartesian direction, with determinant $(a+t^2)(b+t^2)-t^4=ab+(a+b)t^2$. Therefore
\begin{align}
\iint\frac{e^{-ar^2-br'^2}}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'
&=\frac2{\sqrt\pi}\int_0^\infty\frac{\pi^3\,dt}{[ab+(a+b)t^2]^{3/2}}\nonumber\\
&=\frac{2\pi^{5/2}}{ab\sqrt{a+b}} .
\end{align}
The last step uses $\int_0^\infty(A+Bt^2)^{-3/2}dt=1/(A\sqrt B)$, whose antiderivative is $t/(A\sqrt{A+Bt^2})$. With the normalization factors, in hartree,
\begin{equation}
V=\begin{pmatrix}1.12838&0.77474&0.76658\\0.77474&0.54432&0.55924\\
0.76658&0.55924&0.61804\end{pmatrix}.
\end{equation}

The first pivot is $(11)$. Dividing its column by $\sqrt{1.12838}=1.06225$ gives $L^1=(1.06225,\,0.72934,\,0.72166)$ hartree$^{1/2}$. The results below were evaluated with more digits than are shown, so the last place can differ by one from a calculation with the rounded inputs. The remaining elements are
\begin{align}
R_{21,21}&=0.54432-0.72934^2=0.01239,\nonumber\\
R_{21,22}&=0.55924-0.72934\times0.72166=0.03291,\\
R_{22,22}&=0.61804-0.72166^2=0.09725.\nonumber
\end{align}
The off-diagonal element exceeds the smaller diagonal element but not the larger one, so (\ref{eq:bound}) could not be strengthened by using the smaller. The pairwise bound is nearly reached: $0.03291^2=0.00108$ against $0.01239\times0.09725=0.00120$ hartree$^2$.

The second pivot is $(22)$. Its vector has the component $0.03291/\sqrt{0.09725}=0.10552$ on $(21)$, which leaves $0.01239-0.10552^2\approx0.00125$ hartree there and zero elsewhere. For $\delta=0.01$ hartree the procedure stops with two vectors.

\section{What the residual means}

By item 3, each vector is a linear combination of pivot columns of $V$. If $P$ is the set of pivots, the decomposed matrix therefore has the form $V_{:P}BV_{P:}$, where the colon denotes all pairs. It reproduces the pivot block, so $V_{PP}=V_{PP}BV_{PP}$. That block is invertible: in pivot order the vectors restricted to $P$ form a triangular matrix with the positive numbers $\sqrt{R_{pp}}$ on its diagonal. Hence $B=V_{PP}^{-1}$ and
\begin{equation}
R=V-V_{:P}V_{PP}^{-1}V_{P:}.
\end{equation}
This is the matrix of Coulomb integrals between the leftovers $\rho_i-\sum_{k\in P}c_{ik}\rho_k$ with $c=V_{:P}V_{PP}^{-1}$: the two cross terms each subtract $V_{:P}V_{PP}^{-1}V_{P:}$ and the quadratic term restores it once. The pivot products act as a fitting basis chosen by the algorithm, and $R_{ii}$ is the Coulomb integral of the unfitted part of $\rho_i$ with itself.

\section{From integral error to energy error}

The threshold limits the error of one integral, whereas an energy sums many. For a closed-shell determinant with density matrix $D$, the two-electron energy is $J-K$, with $J=\frac12\sum D_{pq}(pq|rs)D_{rs}$ and $K=\sum_{ij}(ij|ij)$ over occupied spatial orbitals. Replacing $V$ by its decomposition at fixed $D$ lowers $J$ by
\begin{equation}
0\le\Delta J=\frac12\sum_{pqrs}D_{pq}R_{pq,rs}D_{rs}
\le\frac12\max_kR_{kk}\Bigl(\sum_{pq}|D_{pq}|\Bigr)^2 ,
\label{eq:J}
\end{equation}
and lowers $K$ by $\Delta K=\sum_{ij}R_{ij,ij}\ge0$, with $R$ transformed to the orbitals. The energy error, decomposed minus exact, is $\Delta K-\Delta J$. The two losses oppose each other, but the sign is not fixed in general: for a single doubly occupied orbital $\Delta J=2\Delta K$, and the error cannot be positive.

For water (O--H $0.96$~\AA, angle $104.5^\circ$, in the $xz$ plane with its twofold axis along $z$) in the cc-pVDZ basis, $N=24$ and $n=300$. With the converged restricted Hartree--Fock density held fixed, energies in hartree are:
\begin{center}
\begin{tabular}{ccccc}
$\delta$&$M$&$\Delta J$&$\Delta K$&error\\\hline
$10^{-2}$&61&$3.1\times10^{-3}$&$1.4\times10^{-2}$&$1.1\times10^{-2}$\\
$10^{-4}$&121&$8.9\times10^{-5}$&$1.3\times10^{-4}$&$4.5\times10^{-5}$\\
$10^{-6}$&185&$1.4\times10^{-7}$&$3.9\times10^{-7}$&$2.4\times10^{-7}$\\
$10^{-8}$&248&$1.7\times10^{-9}$&$7.2\times10^{-9}$&$5.5\times10^{-9}$
\end{tabular}
\end{center}
At $\delta=10^{-4}$ hartree the bound (\ref{eq:J}) is $1.7\times10^{-2}$ hartree, about 200 times the actual $\Delta J$. To reach it, every contributing residual element would have to be as large as the largest diagonal element, with all terms of one sign. The entries depend on the orientation, because the candidate pivots contain $p$ and $d$ functions tied to the axes. For three other orientations at $\delta=10^{-4}$ hartree, $M$ lies between 115 and 122 and the error between $-9.2\times10^{-5}$ and $+5.9\times10^{-5}$ hartree, so even its sign can change. In the cc-pVTZ basis, $\delta=10^{-4}$ and $10^{-6}$ hartree give $M=268$ and $460$, with errors $1.1\times10^{-5}$ and $-1.2\times10^{-7}$ hartree. These are errors at a fixed mean-field density; a correlated energy needs its own convergence check in $\delta$.

The numerical check compares the two sides of (\ref{eq:equal}) for water after each of 248 steps and prints a mismatch of zero. Both sides subtract the same squares from the diagonal, so agreement of the diagonals themselves says little. The content is that no off-diagonal element rose above the largest diagonal one.

Pivot order matters here too. After 60 vectors the largest diagonal element is $0.010$ hartree with largest-first pivots. It is $0.077$ hartree when pairs are taken in listed order, skipping those whose diagonal is at most $10^{-4}$ hartree. In three other orientations the two values lie in the ranges $0.009$--$0.010$ and $0.076$--$0.092$ hartree.

\section{The bound belongs to a basis}

The fields are built in orthonormal orbitals $\phi_a=\sum_pC_{pa}\chi_p$, not in the functions $\chi_p$. The residual becomes $\tilde R=T^TRT$ with $T_{pq,ab}=C_{pa}C_{qb}$. Since $x^T\tilde Rx=(Tx)^TR(Tx)\ge0$, the theorem holds for $\tilde R$ with its own largest diagonal element. The old threshold does not carry over. Bounding each term of the transformation gives
\begin{equation}
|\tilde R_{ab,cd}|\le\max_kR_{kk}\Bigl(\max_a\sum_p|C_{pa}|\Bigr)^4 .
\end{equation}
For water at $\delta=10^{-4}$ hartree, the largest residual is $9.5\times10^{-5}$ hartree in the original functions and $9.0\times10^{-4}$ hartree in the molecular orbitals, nine times the threshold. This factor is not fixed: three other orientations give between $7.9\times10^{-4}$ and $2.8\times10^{-3}$ hartree, and the cc-pVTZ basis gives $9.1\times10^{-3}$ hartree, about ninety times the threshold. The transformed bound is $1.1$ hartree here and about $280$ hartree in cc-pVTZ, too loose to be useful. If a tolerance is wanted in the orbital basis, the diagonal of $\tilde R$ should be examined there.

The one-body term $-\frac12\sum(ab|cd)\delta_{bc}E_{ad}$ should use the decomposed integrals as well. Then the simulated operator is the normal-ordered repulsion with $V$ replaced throughout. Its error, $-\frac12\sum\tilde R_{ab,cd}(E_{ab}E_{cd}-\delta_{bc}E_{ad})$, vanishes for a single electron and has the mean-field value $\Delta K-\Delta J$ found above. Exact integrals in the one-body term would add $-\frac12\sum\tilde R_{ab,bd}E_{ad}$ to the error, a spurious interaction of each electron with itself.

\section{When selected columns pay}

The algorithm reads $n$ diagonal elements and $M$ columns, $n(M+1)$ in all, against $n(n+1)/2$ distinct elements. For water at $\delta=10^{-4}$ hartree this is $300\times122=36\,600$ against $45\,150$, a modest saving. At $10^{-6}$ hartree it is $300\times186=55\,800$ reads, more than the full matrix holds. These counts include repetitions: an element linking two pivots appears in both columns, and a pivot's diagonal element is read twice. The distinct integrals touched number $nM-M(M-1)/2+n-M$, which is $29\,219$ at $10^{-4}$ and $38\,595$ at $10^{-6}$ hartree. Moreover, integral programs evaluate whole shells together, so more integrals may be evaluated than are read.

The gain comes with size. For hydrogen chains with spacing $2.0$ bohr, in the 6-31G basis at $\delta=10^{-4}$ hartree, 8, 12 and 16 atoms need 35, 51 and 67 vectors: four more per added atom. The numbers of pairs are 136, 300 and 528. The fraction of elements read falls from $4896/9316=0.53$ to $35\,904/139\,656=0.26$.

An upper limit on $M$ shows why it cannot follow the quadratic growth of the number of pairs in a long chain. Diagonal elements never grow, so a pair that starts at or below $\delta$ never becomes a pivot. The product of two $s$ Gaussians with exponents $\alpha,\beta$ at distance $d$ carries the factor $e^{-\alpha\beta d^2/(\alpha+\beta)}$, and its diagonal integral carries the square of that factor. Beyond some distance fixed by the basis and $\delta$, all pairs start below threshold. Each atom then has a bounded number of eligible partners, and $M$ grows at most linearly with chain length. The limit does not predict the slope of four; that is what the calculation shows for these three chains. The fractions above compare with the full, unscreened matrix. By (\ref{eq:cs}) applied to $V$, every integral of pair $i$ is at most $\sqrt{V_{ii}\max_kV_{kk}}$, so pairs with $V_{ii}\le\delta^2/\max_kV_{kk}$ can be dropped from the full matrix as well. The surviving pairs also grow only linearly with chain length, both counts then grow at most quadratically, and their ratio need not keep falling.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TWO s FUNCTIONS, pair order (11) (21) (22)
exponents (bohr^-2): 1.00 0.30
V row (11) (hartree): 1.1283792 0.7747394 0.7665827
V row (21) (hartree): 0.7747394 0.5443191 0.5592377
V row (22) (hartree): 0.7665827 0.5592377 0.6180387
step 1: pivot (11), its diagonal 1.1283792 hartree
  vector (hartree^1/2): 1.0622519 0.7293368 0.7216581
  residual row (11) (hartree): 0.0000000 0.0000000 0.0000000
  residual row (21) (hartree): 0.0000000 0.0123869 0.0329059
  residual row (22) (hartree): 0.0000000 0.0329059 0.0972483
step 2: pivot (22), its diagonal 0.0972483 hartree
  vector (hartree^1/2): 0.0000000 0.1055196 0.3118467
  residual row (11) (hartree): 0.0000000 0.0000000 0.0000000
  residual row (21) (hartree): 0.0000000 0.0012525 0.0000000
  residual row (22) (hartree): 0.0000000 0.0000000 0.0000000
WATER cc-pVDZ: O-H 0.96 angstrom, angle 104.5 degrees
basis functions 24, distinct pairs 300
RHF energy -76.026654 hartree
Coulomb energy 46.882464 hartree
exchange magnitude 8.973749 hartree
largest initial diagonal 4.738268 hartree
worst mismatch of the two maxima, 248 steps: 0.0e+00 hartree
threshold 1e-02 hartree: 61 vectors
  largest diagonal 9.995e-03, off-diagonal 5.109e-03 hartree
  Coulomb loss 3.131e-03, its bound 1.825e+00 hartree
  exchange loss 1.392e-02, energy error 1.078e-02 hartree
threshold 1e-04 hartree: 121 vectors
  largest diagonal 9.504e-05, off-diagonal 5.344e-05 hartree
  Coulomb loss 8.893e-05, its bound 1.735e-02 hartree
  exchange loss 1.339e-04, energy error 4.500e-05 hartree
threshold 1e-06 hartree: 185 vectors
  largest diagonal 9.516e-07, off-diagonal 7.496e-07 hartree
  Coulomb loss 1.443e-07, its bound 1.737e-04 hartree
  exchange loss 3.876e-07, energy error 2.433e-07 hartree
threshold 1e-08 hartree: 248 vectors
  largest diagonal 7.194e-09, off-diagonal 5.993e-09 hartree
  Coulomb loss 1.727e-09, its bound 1.313e-06 hartree
  exchange loss 7.248e-09, energy error 5.521e-09 hartree
molecular-orbital basis, threshold 1e-04 hartree:
  largest residual 8.998e-04, transformed bound 1.058e+00 hartree
largest diagonal after 60 vectors:
  largest-pivot order 1.026e-02 hartree
  listed order 7.695e-02 hartree
HYDROGEN CHAINS 6-31G: spacing 2.0 bohr, threshold 1e-04 hartree
8 atoms: 16 functions, 136 pairs, 35 vectors
  elements used 4896, distinct elements 9316
12 atoms: 24 functions, 300 pairs, 51 vectors
  elements used 15600, distinct elements 45150
16 atoms: 32 functions, 528 pairs, 67 vectors
  elements used 35904, distinct elements 139656
\end{verbatim}
